# Tunnelling in hydrogen abstraction: the Wigner factor and the crossover temperature: a program that tests the result

```python
# Result under test: for a saddle of imaginary wavenumber 1000 cm^-1,
#   Wigner factor 1 + u^2/24 is near 2 at 300 K, with u = hbar*omega/(kB*T),
#   and the parabolic crossover temperature hbar*omega/(2*pi*kB) is near 229 K.
# The Wigner value is compared with the full parabola and Eckart barriers.
# Reduced units: mass = hbar = omega = 1; energies are in hbar*omega.
# kappa = quantum thermal flux / classical thermal flux over the same barrier.
# v1, v2 = forward and reverse barrier heights in hbar*omega.
import numpy as np
from scipy import constants as const
from scipy.integrate import simpson, solve_ivp
from scipy.optimize import minimize_scalar
from scipy.special import expit

TWO_PI = 2 * np.pi
N_GRID = 400001


def scattering_transmission(potential, energy, x_end):
    """Integrate the Schroedinger equation from the transmitted wave backwards."""
    def momentum_and_slope(x):
        h = 1e-4
        p = np.sqrt(2 * (energy - potential(x)))
        dv = (potential(x + h) - potential(x - h)) / (2 * h)
        return p, -dv / (2 * p**2)

    p_right, q_right = momentum_and_slope(x_end)
    psi = 1 / np.sqrt(p_right)
    start = np.array([psi, (1j * p_right - q_right) * psi], dtype=complex)
    sol = solve_ivp(lambda x, y: [y[1], 2 * (potential(x) - energy) * y[0]],
                    (x_end, -x_end), start, method="DOP853",
                    rtol=1e-9, atol=1e-11)
    psi, dpsi = sol.y[:, -1]
    p_left, q_left = momentum_and_slope(-x_end)
    incident = 0.5 * (psi + (dpsi + q_left * psi) / (1j * p_left))
    return 1 / (p_left * abs(incident)**2)


def parabola_integral(u, depth):
    """Thermal integral over the parabola, cut off at a depth below the top."""
    e = np.linspace(-depth, 40 / u, N_GRID)
    return simpson(u * np.exp(-u * e - np.logaddexp(0, -TWO_PI * e)), x=e)


def parabola_closed(u):
    return (u / 2) / np.sin(u / 2)


def eckart_parameters(v1, v2):
    A = v1 - v2
    B = (np.sqrt(v1) + np.sqrt(v2))**2
    a = np.sqrt((B**2 - A**2)**2 / (8 * B**3))
    return A, B, a


def eckart_potential(x, v1, v2):
    A, B, a = eckart_parameters(v1, v2)
    s = expit(x / a)
    return A * s + B * s * (1 - s)


def log_eckart_transmission(energy, v1, v2):
    A, B, a = eckart_parameters(v1, v2)
    r = TWO_PI * a * np.sqrt(2 * energy)
    t = TWO_PI * a * np.sqrt(2 * (energy - A))
    d = np.pi * np.sqrt(8 * B * a**2 - 1)

    def log_2sinh(z):
        return z + np.log1p(-np.exp(-2 * z))

    def log_2cosh(z):
        return np.logaddexp(z, -z)

    return (log_2sinh(r) + log_2sinh(t)
            - np.logaddexp(log_2cosh(r + t), log_2cosh(d)))


def eckart_flux(u, v1, v2):
    """Energy grid from the reactant level and the thermal flux density."""
    e = np.linspace(max(0, v1 - v2) + 1e-12, v1 + 40 / u, N_GRID)
    return e, u * np.exp(log_eckart_transmission(e, v1, v2) - u * (e - v1))


def eckart_kappa(u, v1, v2):
    e, flux = eckart_flux(u, v1, v2)
    return simpson(flux, x=e)


# ---- Inputs (round model parameters) ----
wavenumber = 1000.0          # cm^-1
T_room, T_use, T_cold = 300.0, 500.0, 150.0
V_forward, V_reverse = 0.25, 0.75    # eV
quantum_eV = const.h * const.c * 100 * wavenumber / const.e
kB_eV = const.k / const.e
theta = quantum_eV / kB_eV
T_c = theta / TWO_PI
u_room = theta / T_room
v1, v2 = V_forward / quantum_eV, V_reverse / quantum_eV


def wigner(u):
    return 1 + u**2 / 24


# ---- Transmission formulas against direct wave integration ----
worst_parabola = 0.0
for e in (-0.3, 0.0, 0.4):
    numeric = scattering_transmission(lambda x: -0.5 * x**2, e, 12.0)
    worst_parabola = max(worst_parabola, abs(numeric / expit(TWO_PI * e) - 1))
assert worst_parabola < 1e-3

worst_eckart = 0.0
for reverse in (v1, v2):
    a = eckart_parameters(v1, reverse)[2]
    top = minimize_scalar(lambda x: -eckart_potential(x, v1, reverse),
                          bounds=(-5 * a, 5 * a), method="bounded",
                          options={"xatol": 1e-9})
    h = 1e-3
    curvature = (eckart_potential(top.x + h, v1, reverse) + 2 * top.fun
                 + eckart_potential(top.x - h, v1, reverse)) / h**2
    assert abs(-top.fun - v1) < 1e-8
    assert abs(curvature + 1) < 1e-4
    for e in (0.6 * v1, v1, 1.2 * v1):
        numeric = scattering_transmission(
            lambda x: eckart_potential(x, v1, reverse), e, 30 * a)
        formula = np.exp(log_eckart_transmission(e, v1, reverse))
        worst_eckart = max(worst_eckart, abs(numeric / formula - 1))
assert worst_eckart < 1e-4

# ---- Thermal integral, its series and its divergence ----
for u in (0.5, 2.0, u_room):
    assert abs(parabola_integral(u, 40 / (TWO_PI - u))
               / parabola_closed(u) - 1) < 1e-7
u_small = 0.2
coefficient = (parabola_integral(u_small, 8.0) - 1) / u_small**2
assert abs(coefficient - 1 / 24 - 7 * u_small**2 / 5760) < 1e-5
u_above, u_below = TWO_PI / 1.1, TWO_PI / 0.9
growth_above = parabola_integral(u_above, 40) / parabola_integral(u_above, 20)
growth_below = parabola_integral(u_below, 40) / parabola_integral(u_below, 20)
assert abs(growth_above - 1) < 1e-3 and growth_below > 1e3
cut_at_Tc = parabola_integral(TWO_PI, v1)
assert abs(cut_at_Tc / np.logaddexp(0, TWO_PI * v1) - 1) < 1e-7

# ---- Finite-height correction to the Wigner term (symmetric barrier) ----
u_test, height_over_kT = 0.3, 20.0
v_test = height_over_kT / u_test
ratio = (eckart_kappa(u_test, v_test, v_test) - 1) / (u_test**2 / 24)
assert abs(ratio - (1 + 1 / height_over_kT)) < 0.005

# ---- Dominant tunnelling energy below the crossover ----
peaks = {}
for T in (T_room, T_cold):
    e, flux = eckart_flux(theta / T, v1, v1)
    peaks[T] = e[np.argmax(flux)] * quantum_eV
peak_formula = V_forward * (T_cold / T_c)**2
assert abs(peaks[T_cold] / peak_formula - 1) < 0.01

# ---- Headline estimates ----
assert abs(wigner(u_room) - 2) < 0.1
assert abs(T_c - 229) < 0.5

# ---- Printed numbers ----
print(f"Imaginary wavenumber: {wavenumber:.0f} cm^-1")
print(f"Barrier quantum hbar*omega: {quantum_eV:.5f} eV")
print(f"hbar*omega/kB: {theta:.2f} K")
print(f"Crossover temperature: {T_c:.2f} K")
print(f"kB*T at 300 K: {kB_eV * T_room:.5f} eV")
print(f"u at 300 K: {u_room:.4f} (dimensionless)")
print(f"Wigner term u^2/24 at 300 K: {u_room**2 / 24:.4f}")
print(f"Wigner factor at 300 K: {wigner(u_room):.4f}")
print(f"Next series term 7u^4/5760 at 300 K: {7 * u_room**4 / 5760:.4f}")
print(f"Full parabola factor at 300 K: {parabola_closed(u_room):.4f}")
print(f"Forward barrier: {V_forward:.2f} eV; reverse: {V_reverse:.2f} eV")
print(f"Forward barrier / hbar*omega: {v1:.4f}")
print(f"kB*T/V0 at 300 K: {kB_eV * T_room / V_forward:.4f}")
print(f"Parabola cut at 0.25 eV, 300 K: {parabola_integral(u_room, v1):.4f}")
print(f"Parabola cut at 0.25 eV, at crossover: {cut_at_Tc:.3f}")
for height in (0.15, 0.25, 0.50):
    v = height / quantum_eV
    print(f"Symmetric Eckart factor, {height:.2f} eV, 300 K: "
          f"{eckart_kappa(u_room, v, v):.4f}")
kappa_exo = eckart_kappa(u_room, v1, v2)
print(f"Exothermic Eckart factor, 300 K: {kappa_exo:.4f}")
for label, value in (("Wigner", wigner(u_room)),
                     ("parabola", parabola_closed(u_room)),
                     ("exothermic Eckart", kappa_exo)):
    shift = 1000 * kB_eV * T_room * np.log(value)
    print(f"Apparent barrier lowering at 300 K, {label}: {shift:.2f} meV")
for scale in (0.9, 1.1):
    print(f"At {scale * wavenumber:.0f} cm^-1: Wigner factor 300 K "
          f"{wigner(scale * u_room):.4f}, crossover {scale * T_c:.2f} K")
for T in (T_use, T_c, T_cold):
    u = theta / T
    print(f"At {T:.2f} K: u {u:.4f}, Wigner {wigner(u):.4f}, "
          f"symmetric Eckart {eckart_kappa(u, v1, v1):.4f}, "
          f"exothermic Eckart {eckart_kappa(u, v1, v2):.4f}")
print(f"Full parabola factor at 500 K: {parabola_closed(theta / T_use):.4f}")
print(f"Peak flux energy, symmetric Eckart, 300 K: {peaks[T_room]:.4f} eV")
print(f"Peak flux energy, symmetric Eckart, 150 K: {peaks[T_cold]:.4f} eV")
print(f"Period-formula energy at 150 K: {peak_formula:.4f} eV")
print(f"Cutoff 20 to 40 quanta, growth at 1.1 Tc: {growth_above:.6f}")
print(f"Cutoff 20 to 40 quanta, growth at 0.9 Tc: {growth_below:.3e}")
print(f"Finite-height test, V0/kBT = {height_over_kT:.0f}, u = {u_test}: "
      f"correction / (u^2/24) = {ratio:.4f}")
print(f"Largest relative error, parabola transmission: {worst_parabola:.1e}")
print(f"Largest relative error, Eckart transmission: {worst_eckart:.1e}")
print("verified")
```

Running it gives:

```
Imaginary wavenumber: 1000 cm^-1
Barrier quantum hbar*omega: 0.12398 eV
hbar*omega/kB: 1438.78 K
Crossover temperature: 228.99 K
kB*T at 300 K: 0.02585 eV
u at 300 K: 4.7959 (dimensionless)
Wigner term u^2/24 at 300 K: 0.9584
Wigner factor at 300 K: 1.9584
Next series term 7u^4/5760 at 300 K: 0.6429
Full parabola factor at 300 K: 3.5422
Forward barrier: 0.25 eV; reverse: 0.75 eV
Forward barrier / hbar*omega: 2.0164
kB*T/V0 at 300 K: 0.1034
Parabola cut at 0.25 eV, 300 K: 3.3815
Parabola cut at 0.25 eV, at crossover: 12.669
Symmetric Eckart factor, 0.15 eV, 300 K: 2.6968
Symmetric Eckart factor, 0.25 eV, 300 K: 2.8489
Symmetric Eckart factor, 0.50 eV, 300 K: 3.0601
Exothermic Eckart factor, 300 K: 2.8374
Apparent barrier lowering at 300 K, Wigner: 17.38 meV
Apparent barrier lowering at 300 K, parabola: 32.70 meV
Apparent barrier lowering at 300 K, exothermic Eckart: 26.96 meV
At 900 cm^-1: Wigner factor 300 K 1.7763, crossover 206.09 K
At 1100 cm^-1: Wigner factor 300 K 2.1596, crossover 251.89 K
At 500.00 K: u 2.8776, Wigner 1.3450, symmetric Eckart 1.4762, exothermic Eckart 1.4450
At 228.99 K: u 6.2832, Wigner 2.6449, symmetric Eckart 6.3019, exothermic Eckart 6.6710
At 150.00 K: u 9.5918, Wigner 4.8335, symmetric Eckart 118.8110, exothermic Eckart 184.7712
Full parabola factor at 500 K: 1.4514
Peak flux energy, symmetric Eckart, 300 K: 0.2273 eV
Peak flux energy, symmetric Eckart, 150 K: 0.1072 eV
Period-formula energy at 150 K: 0.1073 eV
Cutoff 20 to 40 quanta, growth at 1.1 Tc: 1.000011
Cutoff 20 to 40 quanta, growth at 0.9 Tc: 1.158e+06
Finite-height test, V0/kBT = 20, u = 0.3: correction / (u^2/24) = 1.0525
Largest relative error, parabola transmission: 1.3e-05
Largest relative error, Eckart transmission: 4.3e-09
verified
```
